# Inverse-square lattice scaling of a one-electron F-centre transition: test program

```python
# Result under test: an electron in a hard-wall cube of edge L has its first
# allowed transition at E = 3 h^2/(8 m L^2); with L = a this scales as a^-2.
# a: cubic lattice parameter (nm), d = a/2: nearest-neighbour distance,
# m: bare electron mass, kin = hbar^2/(2m) in eV nm^2.
# The program also sizes effects that the hard-wall model leaves out.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import eigsh

kin = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9  # eV nm
a1, a2 = 0.42, 0.48
charge = 2


def transition(edge):
    return 3 * sc.h**2 / (8 * sc.m_e * (edge * 1e-9)**2) / sc.e


def local_exponent(energy, a):
    up, down = 1.001 * a, 0.999 * a
    return -np.log(energy(up) / energy(down)) / np.log(up / down)


# Three-dimensional Hamiltonian on a grid, without separating variables
def grid_levels(edge, step):
    n = int(round(edge / step)) - 1
    one = diags([-np.ones(n - 1), 2 * np.ones(n), -np.ones(n - 1)],
                [-1, 0, 1]) * (kin / step**2)
    unit = identity(n)
    ham = (kron(kron(one, unit), unit) + kron(kron(unit, one), unit)
           + kron(kron(unit, unit), one)).tocsc()
    start = np.random.default_rng(1).normal(size=n**3)
    return np.sort(eigsh(ham, k=5, sigma=0, v0=start,
                         return_eigenvectors=False))


def grid_transition(edge):
    coarse, fine = 0.03, 0.02
    values = []
    for step in (coarse, fine):
        lev = grid_levels(edge, step)
        assert np.ptp(lev[1:4]) < 1e-6 * lev[1]  # threefold level
        assert lev[4] > 1.1 * lev[3]
        values.append(lev[1] - lev[0])
    # remove the leading error, quadratic in the grid step
    return ((coarse**2 * values[1] - fine**2 * values[0])
            / (coarse**2 - fine**2))


E1, E2 = transition(a1), transition(a2)
G1, G2 = grid_transition(a1), grid_transition(a2)
grid_exponent = -np.log(G2 / G1) / np.log(a2 / a1)
assert abs(G1 / E1 - 1) < 3e-4 and abs(G2 / E2 - 1) < 3e-4
assert abs(grid_exponent - 2) < 1e-3

# Dipole length and oscillator strengths from quadrature
node, weight = np.polynomial.legendre.leggauss(100)
x = 0.5 * a1 * (node + 1)
w = 0.5 * a1 * weight


def dipole(n):
    return np.sum(w * x * (2 / a1) * np.sin(np.pi * x / a1)
                  * np.sin(n * np.pi * x / a1))


def strength(n):
    return (n**2 - 1) * (np.pi / a1)**2 * dipole(n)**2


dipole_formula = 16 * a1 / (9 * np.pi**2)
f_formula = 256 / (27 * np.pi**2)
assert abs(abs(dipole(2)) - dipole_formula) < 1e-10
assert abs(strength(2) - f_formula) < 1e-10
strength_sum = sum(strength(n) for n in range(2, 21))
assert abs(strength_sum - 1) < 5e-4  # finite number of terms

# Sphere of equal volume: lowest s to lowest p transition
root_p = brentq(lambda z: np.sin(z) - z * np.cos(z), 4, 5)


def sphere_transition(a):
    radius = a * (3 / (4 * np.pi))**(1 / 3)
    return kin * (root_p**2 - np.pi**2) / radius**2


radius = a1 * (3 / (4 * np.pi))**(1 / 3)
n_r = 2000
h_r = radius / (n_r + 1)
r = h_r * np.arange(1, n_r + 1)
radial = []
for l in (0, 1):
    radial.append(eigh_tridiagonal(
        kin * (2 / h_r**2 + l * (l + 1) / r**2),
        -kin / h_r**2 * np.ones(n_r - 1), eigvals_only=True,
        select='i', select_range=(0, 0))[0])
E_sphere = sphere_transition(a1)
assert abs((radial[1] - radial[0]) / E_sphere - 1) < 1e-3


# Ionic sum around the vacancy, in units of ion charge over d. Surface ions
# of the finite block carry fractional weights so that the block is neutral.
def ion_sum(px, py, pz, size):
    total = np.zeros_like(px)
    sites = range(-size, size + 1)
    for i in sites:
        for j in sites:
            for k in sites:
                if i == j == k == 0:
                    continue
                share = 0.5**sum(abs(s) == size for s in (i, j, k))
                sign = 1 if (i + j + k) % 2 else -1
                total += sign * share / np.sqrt(
                    (px - i)**2 + (py - j)**2 + (pz - k)**2)
    return total


zero = np.zeros(1)
madelung = ion_sum(zero, zero, zero, 6)[0]
odd = np.arange(1, 30, 2)
p, q = np.meshgrid(odd, odd)
series = 12 * np.pi * np.sum(1 / np.cosh(np.pi / 2 * np.hypot(p, q))**2)
assert abs(madelung - series) < 1e-3  # finite block of ions


# First-order effect of the uneven ionic potential in the cavity
def floor_difference(order, size):
    g, gw = np.polynomial.legendre.leggauss(order)
    g, gw = (g + 1) / 2, gw / 2
    px, py, pz = np.meshgrid(g, g, g, indexing='ij')
    pot = ion_sum(px, py, pz, size)
    low = 2 * gw * np.cos(np.pi * g / 2)**2
    high = 2 * gw * np.sin(np.pi * g)**2
    assert abs(low.sum() - 1) < 1e-8 and abs(high.sum() - 1) < 1e-8
    return np.einsum('i,j,k,ijk->', high - low, low, low, pot)


floor_number = floor_difference(16, 6)
assert abs(floor_number - floor_difference(16, 4)) < 2e-3
assert abs(floor_number - floor_difference(12, 6)) < 2e-3


def floor_shift(a):
    return -charge * coulomb / (a / 2) * floor_number


floor_exponent = local_exponent(lambda a: transition(a) + floor_shift(a), a1)


# Finite walls: separable well whose height is the Madelung energy
def wall_height(a):
    return charge * series * coulomb / (a / 2)


def well_level(n, a):
    k0 = np.sqrt(wall_height(a) / kin)
    k = brentq(lambda v: v * a + 2 * np.arcsin(v / k0) - n * np.pi,
               0, k0 * (1 - 1e-12))
    return kin * k**2


def well_transition(a):
    return well_level(2, a) - well_level(1, a)


V0 = wall_height(a1)
delta = np.sqrt(kin / V0)
E_well = well_transition(a1)
well_exponent = local_exponent(well_transition, a1)
E_well_simple = transition(a1 + 2 * delta)
exponent_simple = 2 * (a1 + delta) / (a1 + 2 * delta)
step = a1 / 400
grid = (np.arange(-500, 500) + 0.5) * step
lev = eigh_tridiagonal(
    2 * kin / step**2 + np.where(np.abs(grid) > a1 / 2, V0, 0.0),
    -kin / step**2 * np.ones(len(grid) - 1), eigvals_only=True,
    select='i', select_range=(0, 1))
assert abs((lev[1] - lev[0]) / E_well - 1) < 1e-3
# the simple forms keep only the first power of k/k0
assert abs(E_well_simple / E_well - 1) < 0.03
assert abs(exponent_simple - well_exponent) < 0.03
assert well_exponent < 2

# Outward relaxation and thermal expansion of the cavity
relax = 0.05
E_relaxed = transition(a1 * (1 + relax))
expansion, heating = 1e-5, 700.0
E_hot = transition(a1 * (1 + expansion * heating))

# Breathing mode: six cations move radially by u, so L = 2(d + u)
ion_mass, quantum, temp = 24.0, 0.05, 300.0
kT = sc.k * temp / sc.e
mode_mass = 6 * ion_mass * sc.atomic_mass
zero_sq = sc.hbar**2 / (2 * mode_mass * quantum * sc.e) * 1e18
u_rms = np.sqrt(zero_sq / np.tanh(quantum / (2 * kT)))
n_vib = np.arange(200)
boltz = np.exp(-n_vib * quantum / kT)
u_sum = np.sqrt(zero_sq * np.sum((2 * n_vib + 1) * boltz) / boltz.sum())
assert abs(u_sum / u_rms - 1) < 1e-10
sigma = 2 * E1 * u_rms / (a1 / 2)
t, tw = np.polynomial.hermite_e.hermegauss(20)
tw = tw / tw.sum()
sample = transition(a1 + 2 * u_rms * t)
mean = np.sum(tw * sample)
spread = np.sqrt(np.sum(tw * (sample - mean)**2))
assert abs(spread / sigma - 1) < 0.02  # linear expansion in u
fwhm = 2 * np.sqrt(2 * np.log(2)) * sigma

print(f"lattice parameter, crystal 1: {a1:.2f} nm")
print(f"lattice parameter, crystal 2: {a2:.2f} nm")
print(f"h^2/(8m): {kin*np.pi**2:.4f} eV nm^2")
print(f"ground level (111), crystal 1: {3*kin*(np.pi/a1)**2:.3f} eV")
print(f"excited level (211), crystal 1: {6*kin*(np.pi/a1)**2:.3f} eV")
print(f"transition energy, crystal 1: {E1:.3f} eV")
print(f"transition energy, crystal 1: {E1*sc.e:.3e} J")
print(f"wavelength, crystal 1: {sc.h*sc.c/(E1*sc.e)*1e9:.1f} nm")
print(f"transition energy, crystal 2: {E2:.3f} eV")
print(f"energy ratio, crystal 2 to 1: {E2/E1:.4f}")
print(f"3D grid transition, crystal 1: {G1:.3f} eV")
print(f"3D grid transition, crystal 2: {G2:.3f} eV")
print(f"exponent from 3D grid: {grid_exponent:.4f}")
print(f"dipole length, crystal 1: {dipole_formula:.4f} nm")
print(f"oscillator strength of the line: {f_formula:.4f}")
print(f"strength sum up to n = 20: {strength_sum:.4f}")
print(f"equal-volume sphere radius: {radius:.4f} nm")
print(f"first p root of the sphere: {root_p:.4f}")
print(f"equal-volume sphere transition: {E_sphere:.3f} eV")
print(f"ion charge number: {charge}")
print(f"Madelung constant: {series:.5f}")
print(f"wall height: {V0:.2f} eV")
print(f"penetration length delta: {delta:.4f} nm")
print(f"finite-wall transition: {E_well:.3f} eV")
print(f"finite-wall local exponent: {well_exponent:.3f}")
print(f"transition with edge L+2delta: {E_well_simple:.3f} eV")
print(f"exponent from 2(a+delta)/(a+2delta): {exponent_simple:.3f}")
print(f"ionic-sum difference, excited-ground: {floor_number:.4f}")
print(f"uneven-floor first-order shift: {floor_shift(a1):+.2f} eV")
print(f"local exponent with uneven floor: {floor_exponent:.2f}")
print(f"assumed outward relaxation: {100*relax:.0f} %")
print(f"transition after relaxation: {E_relaxed:.3f} eV")
print(f"relaxation shift: {E_relaxed-E1:+.3f} eV")
print(f"assumed linear expansion: {expansion:.0e} 1/K")
print(f"temperature rise: {heating:.0f} K")
print(f"thermal-expansion shift: {E_hot-E1:+.3f} eV")
print(f"cation mass: {ion_mass:.0f} u")
print(f"breathing-mode quantum: {quantum:.2f} eV")
print(f"temperature for line width: {temp:.0f} K")
print(f"rms radial displacement: {u_rms:.5f} nm")
print(f"standard deviation of energy: {sigma:.3f} eV")
print(f"full width at half maximum: {fwhm:.2f} eV")
print("tests ok")
```

It prints:

```
lattice parameter, crystal 1: 0.42 nm
lattice parameter, crystal 2: 0.48 nm
h^2/(8m): 0.3760 eV nm^2
ground level (111), crystal 1: 6.395 eV
excited level (211), crystal 1: 12.790 eV
transition energy, crystal 1: 6.395 eV
transition energy, crystal 1: 1.025e-18 J
wavelength, crystal 1: 193.9 nm
transition energy, crystal 2: 4.896 eV
energy ratio, crystal 2 to 1: 0.7656
3D grid transition, crystal 1: 6.395 eV
3D grid transition, crystal 2: 4.896 eV
exponent from 3D grid: 1.9998
dipole length, crystal 1: 0.0757 nm
oscillator strength of the line: 0.9607
strength sum up to n = 20: 0.9999
equal-volume sphere radius: 0.2605 nm
first p root of the sphere: 4.4934
equal-volume sphere transition: 5.793 eV
ion charge number: 2
Madelung constant: 1.74756
wall height: 23.97 eV
penetration length delta: 0.0399 nm
finite-wall transition: 4.433 eV
finite-wall local exponent: 1.815
transition with edge L+2delta: 4.517 eV
exponent from 2(a+delta)/(a+2delta): 1.840
ionic-sum difference, excited-ground: -0.1125
uneven-floor first-order shift: +1.54 eV
local exponent with uneven floor: 1.81
assumed outward relaxation: 5 %
transition after relaxation: 5.801 eV
relaxation shift: -0.595 eV
assumed linear expansion: 1e-05 1/K
temperature rise: 700 K
thermal-expansion shift: -0.089 eV
cation mass: 24 u
breathing-mode quantum: 0.05 eV
temperature for line width: 300 K
rms radial displacement: 0.00197 nm
standard deviation of energy: 0.120 eV
full width at half maximum: 0.28 eV
tests ok
```
